\section*{Why confinement erodes biaxial but preserves uniaxial strain gains for silicon holes}

\section{The question}

A silicon hole layer is held against a (001) oxide interface by a gate field, and its current runs along [110]. Biaxial tension in the interface plane and uniaxial compression along [110] both split the top of the valence band, and both can raise the hole mobility. As the gate field grows, the gain from tension fades while most of the gain from compression remains. Why does the same confinement act so differently on two splittings of similar size?

Here \emph{gain} means the mobility of the strained layer divided by that of an unstrained layer at the same field. Hole energies are counted upward from the valence-band top, so the first subband has the lowest hole energy.

\section{Mechanism: confinement acts on one orbital}

The valence states are built from three $p$-like orbitals $X,Y,Z$, each with two spins. With $C=\hbar^2/2m_0=0.0381$ eV\,nm$^2$, cubic symmetry gives the kinetic matrix
\begin{align}
K_{XX}&=C[(\gamma_1+4\gamma_2)k_x^2+(\gamma_1-2\gamma_2)(k_y^2+k_z^2)],\\
K_{XY}&=6C\gamma_3k_xk_y,
\end{align}
and cyclic permutations. The $\gamma_i$ are the Luttinger parameters. At zero in-plane wavevector the off-diagonal terms vanish. The $Z$ orbital has coefficient $\gamma_1+4\gamma_2$ and the other two have $\gamma_1-2\gamma_2$; the difference is $6\gamma_2$. Hence
\begin{equation}
K=C[(\gamma_1-2\gamma_2)+6\gamma_2P_Z]k_z^2, \label{kz}
\end{equation}
where $P_Z$ projects on $Z$. The first term moves all orbitals together. The second costs energy for $Z$ alone.

Strain and spin-orbit coupling mix the orbitals. For a band edge with $Z$ weight $w_Z$, first-order perturbation theory in $k_z^2$ gives
\begin{equation}
\frac{m_0}{m_z}=\gamma_1-2\gamma_2+6\gamma_2w_Z. \label{weight}
\end{equation}
Each edge is a Kramers pair, but $P_Z$ is even under time reversal and so has the same expectation value in both members and no element between them.

Thus a $Z$-rich state is light out of the plane and pays more for confinement. If the first subband is $Z$-rich, confinement pushes it towards the second. If the second holds more $Z$, confinement pushes the two apart. It remains to find which case each strain produces.

\section{The two strains}

\subsection{From stress to orbital energies}

For biaxial stress $\sigma_{xx}=\sigma_{yy}=\sigma$, the free surface requires $0=2c_{12}e_{xx}+c_{11}e_{zz}$. Therefore
\begin{equation}
e_{zz}=-\frac{2c_{12}}{c_{11}}e_{xx},\qquad
e_{xx}=\frac{\sigma}{c_{11}+c_{12}-2c_{12}^2/c_{11}}.
\end{equation}
Uniaxial stress $\sigma$ along [110] has $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2$. Its diagonal strains are those of a biaxial stress $\sigma/2$, and $\sigma_{xy}=2c_{44}e_{xy}$ gives $e_{xy}=\sigma/4c_{44}$. Compression has $\sigma<0$.

Apart from a common shift, strain adds the hole energies $-3b(e_{ii}-\mathrm{tr}\,e/3)$ on the diagonal and $-\sqrt3\,d\,e_{ij}$ off it. With $X$ and $Y$ as reference, $Z$ lies at $-\delta$, where
\begin{equation}
\delta=3b(e_{zz}-e_{xx}).
\end{equation}
For silicon $b<0$. Tension has $e_{zz}<e_{xx}$, so $\delta>0$ and $Z$ becomes the lowest hole orbital. Uniaxial compression of equal magnitude has $\delta_u=-\delta/2$, so $Z$ is moved the other way.

\subsection{Biaxial tension}

Spin-orbit coupling adds $-s(\mathbf L\cdot\boldsymbol\sigma-1)$ with $s=\Delta/3$, where $\mathbf L$ is the orbital angular momentum in units of $\hbar$ and $\boldsymbol\sigma$ are the Pauli matrices. The state $(X+iY)\!\uparrow/\sqrt2$ has $\mathbf L\cdot\boldsymbol\sigma=1$ and does not couple to $Z$. Its hole energy is zero. The state $(X-iY)\!\uparrow/\sqrt2$ has diagonal element $-1$ and couples to $Z\!\downarrow$ with element $\sqrt2$, giving the block
\begin{equation}
\begin{pmatrix}2s&-\sqrt2\,s\\-\sqrt2\,s&s-\delta\end{pmatrix}.
\end{equation}
Half its trace is $(3s-\delta)/2$ and half its diagonal difference is $(s+\delta)/2$. Subtracting the lower eigenvalue from zero gives the gap
\begin{equation}
G_b(\delta)=\frac{\delta-3s}{2}+\sqrt{\left(\frac{\delta+s}{2}\right)^2+2s^2}. \label{gb}
\end{equation}
At $\delta=0$ the root is $3s/2$ and the gap vanishes, as cubic symmetry demands. For $\delta>0$ the $Z$-bearing state comes first.

A negative $G_b$ means that the $Z$-free state comes first. For $\delta\to-\infty$ the root tends to $-(\delta+s)/2$, so $G_b\to-2s$. Biaxial compression therefore gives a gap that saturates at $2\Delta/3$.

\subsection{Uniaxial compression}

Let $A=(X+Y)/\sqrt2$, $B=(X-Y)/\sqrt2$ and $t=\sqrt3\,d\,e_{xy}$. Since $d$ and $e_{xy}$ are both negative, $t>0$, and shear puts $A$ at $-t$ and $B$ at $+t$. Transforming the spin-orbit matrix to $A\!\uparrow,B\!\uparrow,Z\!\downarrow$ and dropping a common $s$ gives
\begin{equation}
\begin{pmatrix}
-t&-is&-s(1-i)/\sqrt2\\
is&t&-s(1+i)/\sqrt2\\
-s(1+i)/\sqrt2&-s(1-i)/\sqrt2&D
\end{pmatrix},
\end{equation}
where $D=-\delta_u>0$ is the energy of $Z$. The first state is mainly $A$. The second mixes $B$ and $Z$, which lie close together. Confinement raises $D$ and expels $Z$ from the second state. When $D$ is very large, the $A,B$ block has eigenvalues $\pm\sqrt{t^2+s^2}$, so the gap tends to
\begin{equation}
G_\infty=2\sqrt{t^2+s^2}. \label{limit}
\end{equation}
The reinforcement is real but finite.

\section{Confinement as an effective strain}

Let the hole potential be $eFz$ for $z>0$, with a hard wall at $z=0$. An orbital with inverse-mass coefficient $\gamma$ obeys
\begin{equation}
-C\gamma\psi''+eFz\psi=E\psi.
\end{equation}
Put $z=\ell u$ and divide by $eF\ell$. Choosing $\ell^3=C\gamma/eF$ makes the coefficient of $\psi''$ equal to $-1$, leaving $\psi''=(u-E/eF\ell)\psi$. The decaying solution is $\mathrm{Ai}(u-E/eF\ell)$. It vanishes at the wall when $E/eF\ell=a_1=2.338$ for the ground state, where $-a_1$ is the first Airy zero. Thus
\begin{equation}
E_1=a_1(C\gamma)^{1/3}(eF)^{2/3}.
\end{equation}
The extra cost of $Z$ over $X$ or $Y$ is
\begin{equation}
\begin{split}
\delta_c={}&a_1C^{1/3}(eF)^{2/3}\\
&\times[(\gamma_1+4\gamma_2)^{1/3}-(\gamma_1-2\gamma_2)^{1/3}].
\end{split}\label{dc}
\end{equation}
This raises $Z$ just as a biaxial compression would. We therefore replace $\delta$ by $\delta-\delta_c$ in the biaxial case and $D$ by $D+\delta_c$ in the uniaxial case. The replacement is approximate: it ignores the difference in shape between the envelopes that spin-orbit coupling connects. Their lengths differ by the modest factor $[(\gamma_1+4\gamma_2)/(\gamma_1-2\gamma_2)]^{1/3}=1.16$.

Within this approximation the derivative of each energy with respect to $\delta_c$ is its $Z$ weight, so
\begin{equation}
\frac{dG}{d\delta_c}=w_Z^{(2)}-w_Z^{(1)}. \label{slope}
\end{equation}
This is the answer in one line: the sign is negative for tension, until the gap closes, and positive for [110] compression. It applies to the subbands formed from the lowest envelope of each band edge.

The biaxial gap closes when $\delta_c=\delta$. Since $\delta_c\propto F^{2/3}$,
\begin{equation}
F_c=F_1\left[\frac{\delta}{\delta_c(F_1)}\right]^{3/2}, \label{fc}
\end{equation}
for any reference field $F_1$. The closing field grows as the $3/2$ power of stress, so a larger tension keeps the gap open to higher fields. This is a statement about the gap; it does not imply that the mobility gain falls by a smaller fraction.

\section{From gap to mobility}

For a lifetime $\tau(E)$, the linear Boltzmann equation gives a change of occupation proportional to $v\tau(-\partial f/\partial E)$. Multiplying by another velocity and summing over states yields
\begin{equation}
\mu=\frac{e}{\hbar^2}\frac{\int S(E)\tau(E)(-f')\,dE}{\int N(E)f\,dE}.
\end{equation}
Here $N$ is the density of states and $S$ is the same density weighted by $(\partial E/\partial k_{110})^2$. Scattering is taken as isotropic, with
\begin{equation}
\begin{split}
\tau^{-1}\propto{}&N(E)+r[nN(E+\hbar\omega)\\
&+(n+1)N(E-\hbar\omega)]
\end{split}
\end{equation}
at 300 K. The first term is elastic acoustic scattering, the others are optical absorption and emission, $n$ is the phonon occupation and $r$ the relative optical strength. The common prefactor cancels in the gain if the overlap of envelopes is the same in all layers.

A solvable case shows how the gap enters. Take two parabolic subbands of equal mass, a dilute population and elastic scattering. Let $x=G/k_BT$ and $y=E/k_BT$. Above $y=x$ there are twice as many final states, so $\tau$ halves. The squared-velocity weight is $y$ below $x$ and $y+(y-x)$ above it. The numerator is
\begin{align}
&\int_0^xye^{-y}dy+\frac12\int_x^\infty(2y-x)e^{-y}dy\nonumber\\
&=[1-(1+x)e^{-x}]+(1+x/2)e^{-x}\nonumber\\
&=1-(x/2)e^{-x},
\end{align}
and the population is $1+e^{-x}$. Relative to one isolated subband,
\begin{equation}
R(x)=\frac{1-(x/2)e^{-x}}{1+e^{-x}}. \label{r}
\end{equation}
Its derivative is $e^{-x}(1+x-e^{-x})/[2(1+e^{-x})^2]$, positive for $x>0$. The mobility rises from one half at zero gap to one at large gap. A gap matters most when it is comparable with $k_BT=25.9$ meV; $R$ is 0.82 at $x=2.4$ and 0.95 at $x=4$, so further widening of a gap of several $k_BT$ gives little more.

Strain also changes the in-plane mass. Along [110], $k_x=k_y=k/\sqrt2$. The orbital $A$ has coefficient $\gamma_1+\gamma_2+3\gamma_3$, whereas $Z$ has $\gamma_1-2\gamma_2$. Uniaxial compression thus selects the orbital that is light along the current. This benefit does not rely on a further increase of the gap.

\section{Numbers for a silicon layer}

\subsection{Gaps}

Take rough typical silicon parameters: $(\gamma_1,\gamma_2,\gamma_3)=(4.285,0.339,1.446)$, $\Delta=44$ meV, $b=-2.10$ eV, $d=-4.85$ eV and $(c_{11},c_{12},c_{44})=(165.7,63.9,79.6)$ GPa. The stress magnitude is held at 1.2 GPa for both strains.

The biaxial strains are $e_{xx}=0.665\%$ and $e_{zz}=-0.513\%$, so
\begin{equation}
\delta=3(-2.10)(-0.01178)\ \mathrm{eV}\simeq74\ \mathrm{meV}.
\end{equation}
With $s=14.7$ meV, equation~(\ref{gb}) gives a zero-field gap of 64 meV. For uniaxial compression, $e_{xy}=-0.377\%$ gives $t=31.7$ meV, and the zero-field gap is 56 meV. The first and second band edges have $Z$ weights 0.953 and 0.000 under tension, but 0.025 and 0.428 under compression. The first out-of-plane masses are 0.180 and $0.273\,m_0$, respectively. The slopes in equation~(\ref{slope}) therefore start at $-0.95$ and $+0.40$.

At 1.0 MV/cm, $eF=0.1$ eV/nm. The cube roots in equation~(\ref{dc}) are 1.780 and 1.534, and
\begin{equation}
\delta_c=0.1695(1.780-1.534)\ \mathrm{eV}\simeq42\ \mathrm{meV}.
\end{equation}
This equals the orbital shift of a biaxial compression of $1.2\times41.8/74.3=0.68$ GPa. More than half of the applied tension has been cancelled. Equation~(\ref{gb}) at $74.3-41.8=32.5$ meV gives about 26 meV.

The full subband calculation retains the different envelopes. At 0.3, 0.6 and 1.0 MV/cm its gaps are
\begin{align}
\text{unstrained:}&\quad10.7,\ 15.0,\ 18.3\ \mathrm{meV},\\
\text{biaxial:}&\quad46.5,\ 36.3,\ 25.5\ \mathrm{meV},\\
\text{uniaxial:}&\quad61.9,\ 63.8,\ 65.1\ \mathrm{meV}.
\end{align}
Over these nine cases the effective-strain model differs by at most 0.22 meV. The uniaxial gap approaches the 69.8 meV of equation~(\ref{limit}). The biaxial gap closes at 2.35 MV/cm in the full calculation and at 2.37 MV/cm from equation~(\ref{fc}), beyond the fields considered here. The unstrained reference gains a gap of its own, which further reduces the advantage of tension.

As a test of the full solver, a real-space grid at 0.6 MV/cm gave the four lowest levels of both strained layers, at rest and at $(k_x,k_y)=(0.25,0.15)$ nm$^{-1}$. The largest difference was 0.25 meV.

\subsection{Mobility gains}

With a 61 meV optical phonon, $r=1.5$, a dilute population and 300 K, the gains at the three fields are
\begin{align}
\text{biaxial:}&\quad1.51,\ 1.12,\ 0.87,\\
\text{uniaxial:}&\quad7.14,\ 7.02,\ 6.67.
\end{align}
Between the end fields, compression keeps 92\% of its excess over one. Tension loses all of its excess and ends below the unstrained layer.

These gains carry a sampling error. They use six directions per quadrant and in-plane wavevectors up to 2.2 nm$^{-1}$, which is coarse for a valence band that is nearly flat across the current. With sixteen directions crowded towards the axes and wavevectors up to 5.5 nm$^{-1}$, the gains become 1.62, 1.21 and 0.93 for tension and about 6.5, 6.5 and 6.2 for compression. The compression values also depend on the envelope basis. A Cartesian mesh aligned with [110], with 11 to 16 sine functions for the envelope, gives about 7.7 and 6.9 at the end fields for compression, and 1.65 and 0.95 for tension. The compression gains are therefore uncertain by up to about 20\%, and the share of the excess kept lies between about 89 and 95\%. On that mesh the other gains quoted below rise by up to 11\%, while the constant-lifetime gains change by less than 2\%. The contrast between the two strains is unchanged.

A constant lifetime removes the change in scattering and leaves the effect of the in-plane mass, averaged over the occupied subbands. It gives biaxial gains of 0.92, 0.82 and 0.76, and uniaxial gains of 2.91, 2.94 and 2.88. Dividing the full gain by these values leaves a scattering factor that falls from 1.64 to 1.14 under tension, but only from 2.45 to 2.32 under compression. Tension still reduces scattering at 1.0 MV/cm; its heavier transport mass makes the total gain less than one.

The two-subband formula~(\ref{r}) gives the same trend. Inserting the gaps and dividing by the unstrained value gives 1.41 falling to 1.07 for tension, and 1.57 falling to 1.50 for compression. It gives smaller values than the scattering factors above; it takes equal masses that strain does not change, so it cannot be expected to reproduce their size. The missing optical phonons are not the reason: with elastic scattering alone the full calculation gives gains that are no smaller, 1.68 falling to 0.89 for tension and 7.79 falling to 6.85 for compression.

\subsection{Is the orbital cost really the cause?}

For the gaps, the explanation can be tested by deleting $6\gamma_2P_Zk_z^2$ from equation~(\ref{kz}). At zero in-plane wavevector all orbitals then have the same confinement energy, and both strained gaps stay at their zero-field values. The orbital cost is therefore the whole cause of their change with field.

The same deletion cannot be used to test the mobility. For $k_x=k_z=q$ and $k_y=0$ it leaves the $X,Z$ block
\begin{equation}
Cq^2\begin{pmatrix}9.25&8.68\\8.68&7.21\end{pmatrix},
\end{equation}
whose determinant is negative, so one hole energy falls without limit as $q$ grows. With the term kept, both diagonal entries are 9.25 and the determinant is positive. The control gain of 1.30 in the numerical output thus depends on where the wavevectors are cut off and should be disregarded. For the mobility the evidence is less direct: the scattering factor falls as the gap shrinks under tension, and nearly holds under compression, where the gap does not shrink.

\section{Real layers and the limits of the model}

The biaxial example resembles silicon on a relaxed silicon-germanium layer with roughly one sixth germanium; the uniaxial one resembles a compressed $p$-channel transistor. A uniaxial gain of six to eight is far above the rough factor of two typical of real devices at about this stress. The model should be read for its trend, not as a mobility prediction. It omits surface roughness, charged-impurity scattering, a self-consistent potential and the orbital dependence of scattering. Its kinetic matrix is also only quadratic in the wavevector, and its top band is probably too flat. Along $\langle110\rangle$, without strain or spin-orbit coupling, it gives hole energies of 53 meV at 2.2 nm$^{-1}$ and 0.33 eV at 5.5 nm$^{-1}$, where a simple local-pseudopotential estimate for silicon gives about 73 meV and 0.58 eV. That estimate is already about 1.3 times steeper near the zone centre, which accounts for most of the difference at the smaller wavevector; at the larger one the missing higher-order terms matter more.

Filling of the subbands is one large correction. Define the effective field by $F=e(N_d+p/3)/\varepsilon$, with relative permittivity 11.7 and depletion density $N_d=10^{12}$ cm$^{-2}$. The hole density $p$ then rises from $2.8\times10^{12}$ to $16.4\times10^{12}$ cm$^{-2}$ between the end fields. The biaxial gain falls from 1.45 to 0.87 and the uniaxial gain from 6.53 to 4.03. Compression now keeps $3.03/5.53=55\%$ of its excess. Its persistence is therefore relative: degenerate filling weakens it even though the gap grows. The upper density also implies an oxide field of 8.1 MV/cm, close to the rough 10 MV/cm breakdown scale of silicon dioxide, so this is an extreme operating point.

At 375 K and in the dilute limit, the gains between the end fields go from 1.37 to 0.87 for tension and from 5.82 to 5.68 for compression. The contrast survives a hot chip.

The hard wall overstates the opposition. With a 4.5 eV barrier and a barrier mass of $0.4\,m_0$, the lighter $Z$ envelope has a larger amplitude at the wall and so more of its weight in the oxide, and $\delta_c$ at 1.0 MV/cm drops from 42 to 31 meV. Equation~(\ref{gb}) then gives a biaxial gap of 35 to 36 meV instead of 26 meV. The gap still shrinks from its zero-field 64 meV, but by less. The holes also bend the potential. At the upper density they feel a mean field of 1.42 MV/cm, and a triangular well with that slope would have a biaxial gap of 16 meV. This overstates the closing: a self-consistent Hartree estimate with a hard wall, filling each subband with a mass of $0.5\,m_0$, gives about 23 meV for tension and 65 meV for compression, close to the values found above at 1.0 MV/cm.

Finally, the first biaxial envelope is wider than the unstrained one. At 1.0 MV/cm its intrasubband form factor is 0.874 of the unstrained value; for compression the ratio is 0.998. If all scattering followed this factor, the biaxial gain of 0.87 would become about 1.0, and the more finely sampled 0.93 about 1.06. Whether tension ends slightly below or slightly above the unstrained mobility is thus beyond the model's accuracy. The opposite signs of equation~(\ref{slope}) do not depend on that detail. The numerical output lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
gamma1, gamma2, gamma3: 4.285, 0.339, 1.446
spin-orbit energy: 44 meV
deformation potentials b, d: -2.10, -4.85 eV
c11, c12, c44: 165.7, 63.9, 79.6 GPa
stress magnitude: 1.2 GPa
fields, order of all triples: 0.3, 0.6, 1.0 MV/cm
optical phonon: 61 meV
optical/acoustic strength: 1.5
BAND EDGES (first, second)
biaxial strain exx, ezz: 0.665, -0.513 %
uniaxial exx, ezz, exy: -0.333, 0.257, -0.377 %
biaxial Z weight: 0.953, 0.000
uniaxial Z weight: 0.025, 0.428
biaxial out-of-plane mass: 0.180, 0.277 m0
uniaxial out-of-plane mass: 0.273, 0.223 m0
SUBBAND GAPS
biaxial orbital energy delta: 74.3 meV
confinement shift delta_c: 18.7, 29.7, 41.8 meV
equivalent biaxial compression: 0.30, 0.48, 0.68 GPa
zero-field gap biaxial, uniaxial: 64.2, 56.2 meV
gap unstrained: 10.7, 15.0, 18.3 meV
gap biaxial: 46.5, 36.3, 25.5 meV
gap biaxial, effective strain: 46.5, 36.4, 25.6 meV
gap uniaxial: 61.9, 63.8, 65.1 meV
gap uniaxial, effective strain: 61.8, 63.7, 65.0 meV
uniaxial gap limit: 69.8 meV
closing field full, formula: 2.35, 2.37 MV/cm
largest grid difference: 0.250 meV
largest effective-strain error: 0.22 meV
MOBILITY GAINS (dilute, 300 K)
parabolic test mass, expected: 0.2320, 0.2334 m0
[110] mass unstrained: 0.621, 0.640, 0.636 m0
[110] mass biaxial: 0.674, 0.781, 0.835 m0
[110] mass uniaxial: 0.214, 0.217, 0.221 m0
gain biaxial: 1.51, 1.12, 0.87
gain uniaxial: 7.14, 7.02, 6.67
share of gain kept biax, uni: -0.26, 0.92
constant-lifetime gain biaxial: 0.92, 0.82, 0.76
constant-lifetime gain uniaxial: 2.91, 2.94, 2.88
elastic-only gain biaxial: 1.68, 1.20, 0.89
elastic-only gain uniaxial: 7.79, 7.36, 6.85
control biaxial gain, 0.3 and 1.0: 1.30, 1.30
NEGLECTED EFFECTS
hole density: 2.8, 8.6, 16.4 1e12/cm2
degenerate gain biaxial: 1.45, 1.06, 0.87
degenerate gain uniaxial: 6.53, 5.40, 4.03
375 K gain biaxial: 1.37, 1.07, 0.87
375 K gain uniaxial: 5.82, 5.83, 5.68
delta_c at 1.0 with oxide leakage: 30.8 meV
form factor biax, uni / unstrained: 0.874, 0.998
mean field felt at top density: 1.42 MV/cm
gap there biaxial, uniaxial: 16.0, 66.0 meV
oxide field at top density: 8.1 MV/cm
\end{verbatim}
